# Counting independent nuclear shielding components from site symmetry, part 1

(Sections cited here and not found follow in the second part.)

## I. From site symmetry to the number of components

### The question

A single crystal containing closed-shell molecules is turned in a strong magnetic field while the resonance of one kind of nucleus is recorded. The line moves, because the electrons shield the nucleus by an amount that depends on the direction of the field relative to the molecule. How many numbers are needed to describe this shielding? For a carbon nucleus at the centre of a regular tetrahedron one number suffices. For a nucleus in a place without any symmetry nine are needed. The count depends on the symmetry seen from the nucleus, which may be lower than that of the whole molecule.

Let $\boldsymbol\mu$ be the magnetic moment of the nucleus $N$ and $\mathbf B$ the applied uniform field. The part of the energy that contains both, to first order in each, is written

$$E=-\boldsymbol\mu^{T}(\mathbf 1-\boldsymbol\sigma)\mathbf B=-\sum_{ij}\mu_i(\delta_{ij}-\sigma_{ij})B_j .\tag{1}$$

The first term is the energy of the bare moment. The second comes from the electrons, so

$$\sigma_{ij}=\frac{\partial^2E_{\rm el}}{\partial\mu_i\,\partial B_j}\bigg|_{\mu=B=0}.\tag{2}$$

The first index belongs to the nuclear moment and the second to the field. With the opposite order of indices every tensor below would be transposed. The nucleus experiences the field $(\mathbf 1-\boldsymbol\sigma)\mathbf B$, and a positive diagonal element means that the electrons weaken the field. Since $\boldsymbol\sigma$ is a small pure number, it is quoted in parts per million (ppm).

There are nine elements to begin with. The order of differentiation in (2) may be exchanged, but this gives $\partial^2E/\partial\mu_i\partial B_j=\partial^2E/\partial B_j\partial\mu_i$, which is the same element $\sigma_{ij}$. The element $\sigma_{ji}$ has the moment along $j$ and the field along $i$, a different physical arrangement. Reversal of time does not help either: it changes the signs of both $\boldsymbol\mu$ and $\mathbf B$, and the product $\mu_iB_j$ is unchanged. The shielding tensor is therefore not symmetric in general, and any relation between its elements must come from the spatial symmetry of the molecule.

### How the energy responds to a symmetry operation

We take the nuclei as fixed and the electronic state as a nondegenerate closed-shell singlet. With spin–orbit coupling neglected, the electron spin then drops out of (2). The coupling of the spin to $\mathbf B$ is proportional to the total spin operator, which gives zero when it acts on a singlet. The orbital coupling to $\mathbf B$ contains no spin and mixes in only singlet states, while the coupling of the spin to $\boldsymbol\mu$ is linear in the electron spins and connects a singlet only with triplets, so their cross term vanishes as well. Only the orbital motion remains.

In Hartree atomic units, with electron charge $-1$ and the nucleus $N$ at the origin, each electron has the kinetic energy $\frac12(\mathbf p+\mathbf A)^2$ with

$$\mathbf A(\mathbf r)=\tfrac12\mathbf B\times\mathbf r+\alpha^2\,\frac{\boldsymbol\mu\times\mathbf r}{r^3},\tag{3}$$

where $\alpha$ is the fine-structure constant. The first term describes the uniform field and the second the field of the nuclear dipole.

Let $R$ be an orthogonal $3\times3$ matrix that carries the nuclear framework into itself and leaves $N$ in place. Define the operator $U$ by $(U\psi)(\mathbf r)=\psi(R^{-1}\mathbf r)$ for each electron. Then $U^\dagger$ replaces $\mathbf r$ by $R\mathbf r$ in the argument, and carrying out the three actions in turn gives

$$U\mathbf rU^\dagger=R^{-1}\mathbf r,\qquad U\mathbf pU^\dagger=R^{-1}\mathbf p .\tag{4}$$

The repulsion between electrons depends on distances alone and is unchanged. The attraction to the nuclei is unchanged because $R$ maps the framework into itself. The kinetic momentum becomes

$$U(\mathbf p+\mathbf A(\mathbf r))U^\dagger=R^{-1}\left[\mathbf p+R\,\mathbf A(R^{-1}\mathbf r)\right],\tag{5}$$

and the factor $R^{-1}$ in front disappears on squaring, since it preserves lengths.

To evaluate the bracket we use the rule for cross products under an orthogonal matrix,

$$R(\mathbf a\times\mathbf b)=\det(R)\,(R\mathbf a)\times(R\mathbf b).\tag{6}$$

To see why it holds, take the scalar product of the right-hand cross product with $R\mathbf c$ for arbitrary $\mathbf c$. The result is the determinant of the three vectors $R\mathbf a,R\mathbf b,R\mathbf c$, which equals $\det(R)\,(\mathbf a\times\mathbf b)\cdot\mathbf c=\det(R)\,R(\mathbf a\times\mathbf b)\cdot R\mathbf c$. Multiplication by $\det R=\pm1$ gives (6). Applied to (3), with $|R^{-1}\mathbf r|=r$, the rule yields

$$R\,\mathbf A(R^{-1}\mathbf r)=\tfrac12\mathbf B'\times\mathbf r+\alpha^2\frac{\boldsymbol\mu'\times\mathbf r}{r^3},\tag{7}$$

$$\mathbf B'=\det(R)\,R\mathbf B,\qquad \boldsymbol\mu'=\det(R)\,R\boldsymbol\mu .\tag{8}$$

The transformed Hamiltonian is thus the original one with $\boldsymbol\mu,\mathbf B$ replaced by $\boldsymbol\mu',\mathbf B'$. Equation (8) says that both are axial vectors: a rotation turns them like ordinary vectors, while an inversion leaves them unchanged.

A unitary transformation does not alter energies. Because the state is nondegenerate, it can be followed uniquely as weak fields are switched on, and its energy obeys $E_{\rm el}(\boldsymbol\mu',\mathbf B')=E_{\rm el}(\boldsymbol\mu,\mathbf B)$. The bilinear part of this equality is

$$\boldsymbol\mu'^T\boldsymbol\sigma\mathbf B'=\det(R)^2\,\boldsymbol\mu^TR^T\boldsymbol\sigma R\,\mathbf B=\boldsymbol\mu^T\boldsymbol\sigma\mathbf B .\tag{9}$$

Here $\det(R)^2=1$, and $\boldsymbol\mu$ and $\mathbf B$ are arbitrary. Hence $R^T\boldsymbol\sigma R=\boldsymbol\sigma$, or, after multiplication by $R$ on the left and $R^T$ on the right,

$$R\,\boldsymbol\sigma R^T=\boldsymbol\sigma .\tag{10}$$

For the inversion, $R=-\mathbf 1$, this reads $\boldsymbol\sigma=\boldsymbol\sigma$. A centre of symmetry at the nucleus imposes no condition, and the site group $C_i$ leaves all nine elements free.

### Which operations count

Condition (10) was derived for operations that leave $N$ where it is. They form a group $G$, the site group of the nucleus, which is a subgroup of the point group of the molecule.

Suppose instead that $R$ carries $N$ into an equivalent nucleus $N'$. Place the coordinate origin at a point fixed by all operations of the molecule; for the uniform field this is only a change of gauge, which does not alter the exact energy. The steps (4) to (9) then go through with one difference: the dipole in the transformed vector potential sits at $N'$. The result is

$$\boldsymbol\sigma(N')=R\,\boldsymbol\sigma(N)R^T .\tag{11}$$

This relates the tensors of two nuclei and leaves the number of components of either one as it was. In water, the rotation by $180^\circ$ exchanges the hydrogens. The point group is $C_{2v}$, and so is the site group of oxygen, but each hydrogen keeps only the identity and the molecular plane, the group $C_s$. In a twisted $\mathrm{H_2O_2}$ molecule the point group is $C_2$, the rotation exchanges the hydrogens, and the site group of each is $C_1$.

The argument indicates where the result fails. In a degenerate state the energy is not a single function with the bilinear form (1), and (10) cannot be applied to one chosen component of the state. If neighbouring molecules in a crystal disturb the electrons, the operations must also preserve the surroundings, so the site group of the crystal position replaces that of the free molecule.

### The dimension of the allowed space

Equation (10) is linear in $\boldsymbol\sigma$, so the allowed tensors form a linear space. Its dimension $n$ is what is meant by the number of independent components. Consider the average

$$P\boldsymbol\sigma=\frac1{|G|}\sum_{R\in G}R\,\boldsymbol\sigma R^T,\tag{12}$$

where $|G|$ is the number of operations. If $\boldsymbol\sigma$ satisfies (10), each term equals $\boldsymbol\sigma$ and $P\boldsymbol\sigma=\boldsymbol\sigma$. For an arbitrary $\boldsymbol\sigma$ and any $Q$ in $G$,

$$Q(P\boldsymbol\sigma)Q^T=\frac1{|G|}\sum_{R\in G}(QR)\boldsymbol\sigma(QR)^T=P\boldsymbol\sigma,\tag{13}$$

because $QR$ runs once through the group when $R$ does. So $P$ turns every tensor into an allowed one and leaves allowed ones alone, which means $P^2=P$. Such an operator has eigenvalues 0 and 1, and in a basis made of its image and its null space it is diagonal. Its trace therefore equals the dimension of its image, which is $n$.

The trace is found from the elements. Since $(R\boldsymbol\sigma R^T)_{ij}=\sum_{kl}R_{ik}R_{jl}\sigma_{kl}$, the coefficient of $\sigma_{ij}$ in its own transform is $R_{ii}R_{jj}$, and the sum over $i$ and $j$ is $(\operatorname{tr}R)^2$. Every orthogonal $R$ equals $\det(R)$ times a proper rotation by some angle $\theta_R$. A rotation about $z$ has diagonal elements $\cos\theta,\cos\theta,1$, and the trace does not depend on the choice of axes, so $\operatorname{tr}R=\det(R)(1+2\cos\theta_R)$. The sign disappears on squaring:

$$n=\frac1{|G|}\sum_{R\in G}(1+2\cos\theta_R)^2 .\tag{14}$$

A mirror is the inversion times a rotation by $180^\circ$ about the normal of the plane. It contributes $(1-2)^2=1$, the same as a twofold rotation.

### The antisymmetric part

Split the tensor as $\boldsymbol\sigma=\mathbf S+\mathbf A$, with $\mathbf S=\frac12(\boldsymbol\sigma+\boldsymbol\sigma^T)$ and $\mathbf A=\frac12(\boldsymbol\sigma-\boldsymbol\sigma^T)$. Transposing (10) shows that each part satisfies it separately. An antisymmetric matrix has three free elements and acts as a cross product,

$$\mathbf A\mathbf b=\mathbf a\times\mathbf b,\qquad \mathbf a=(A_{zy},\,A_{xz},\,A_{yx}).\tag{15}$$

Under an operation, (6) gives $R\mathbf AR^T\mathbf b=R(\mathbf a\times R^T\mathbf b)=\det(R)(R\mathbf a)\times\mathbf b$. So $\mathbf a$ transforms by the matrix $\det(R)R$, as an axial vector. The averaging argument applies again with this matrix, whose trace is $1+2\cos\theta_R$, and the numbers of antisymmetric and symmetric components are

$$n_A=\frac1{|G|}\sum_{R\in G}(1+2\cos\theta_R),\qquad n_S=n-n_A .\tag{16}$$

### Evaluation for the groups

For the group $C_q$ of rotations about one axis the angles are $2\pi k/q$ with $k=0,\dots,q-1$. Using $4\cos^2\theta=2+2\cos2\theta$,

$$(1+2\cos\theta)^2=3+4\cos\theta+2\cos2\theta .\tag{17}$$

The average of $\cos\theta$ over the group is the real part of a geometric sum of the $q$-th roots of unity. It is 1 for $q=1$ and 0 otherwise. The average of $\cos2\theta$ is 1 for $q=1$ and $q=2$, and 0 for $q\ge3$. Hence

$$n(C_q)=9,\;5,\;3\quad\text{and}\quad n_A(C_q)=3,\;1,\;1\qquad\text{for }q=1,\;2,\;\ge3 .\tag{18}$$

A fourfold axis is no more restrictive than a threefold one.

Adding $q$ mirror planes that contain the axis gives $C_{qv}$ with $2q$ operations. Each mirror contributes $1$ to the sum in (14) and $-1$ to that in (16), so

$$n(C_{qv})=\frac{q\,n(C_q)+q}{2q}=\frac{n(C_q)+1}2,\qquad n_A(C_{qv})=\frac{n_A(C_q)-1}2 .\tag{19}$$

For $q=1$ the group is $C_s$, with $n=(9+1)/2=5$ and $n_A=1$. For $q=2$ we obtain $n=(5+1)/2=3$ and for $q\ge3$ we obtain $n=(3+1)/2=2$, both with $n_A=0$.

The group $T_d$ has 24 operations. The identity contributes 9 and the eight threefold rotations contribute $(1-1)^2=0$ each. The three twofold rotations and the six mirrors contribute 1 each. The six fourfold rotation-reflections are inversions times rotations by $90^\circ$ and contribute $(1+0)^2=1$ each. Therefore

$$n(T_d)=\frac{9+0+3+6+6}{24}=1,\qquad n_A(T_d)=\frac{3+0-3-6+6}{24}=0 .\tag{20}$$

| Site group | $n$ | $n_S$ | $n_A$ |
|---|---|---|---|
| $C_1$ | 9 | 6 | 3 |
| $C_s$ | 5 | 4 | 1 |
| $C_{2v}$ | 3 | 3 | 0 |
| $C_3$ | 3 | 2 | 1 |
| $C_{3v}$ | 2 | 2 | 0 |
| $T_d$ | 1 | 1 | 0 |

The groups $C_{2v}$ and $C_3$ share the count 3 but not its composition: one of the three components of $C_3$ is antisymmetric.

## II. The allowed tensors, computed examples and the spectrum

The shielding tensor $\sigma_{ij}$ has its first index on the nuclear moment $\boldsymbol\mu$ and its second on the field $\mathbf B$. Each operation $R$ of the site group $G$ requires $R\boldsymbol\sigma R^T=\boldsymbol\sigma$, equation (10), and the number $n$ of free components follows from (14). The symmetric and antisymmetric parts are $\mathbf S$ and $\mathbf A$, with $n_S$ and $n_A$ components, and $\mathbf A$ is equivalent to an axial vector $\mathbf a$ through (15).

### Explicit forms

The count says how many components survive; solving (10) shows which ones. For a diagonal matrix $R$ with entries $r_i=\pm1$, condition (10) reads $r_ir_j\sigma_{ij}=\sigma_{ij}$, so an element vanishes when its two signs differ.

For $C_s$ with the mirror in the $xy$ plane, the signs are $(1,1,-1)$. The elements $xz,zx,yz,zy$ vanish and five remain. For $C_{2v}$ with its axis along $z$, the rotation has signs $(-1,-1,1)$ and removes the same four elements. The mirror in the $xz$ plane has signs $(1,-1,1)$ and removes $xy$ and $yx$ as well. Three unequal diagonal elements are left.

For a threefold axis along $z$, multiply (10) by $R$ on the right to obtain $R\boldsymbol\sigma=\boldsymbol\sigma R$, and write both matrices in blocks,

$$R=\begin{pmatrix}\rho&0\\0&1\end{pmatrix},\quad
\boldsymbol\sigma=\begin{pmatrix}M&u\\v^T&w\end{pmatrix},\quad
\rho=c\,\mathbf 1+sJ,\quad J=\begin{pmatrix}0&-1\\1&0\end{pmatrix},\tag{21}$$

where $c=\cos120^\circ$ and $s=\sin120^\circ$. The off-diagonal blocks require $\rho u=u$ and $v^T\rho=v^T$. Since $\det(\rho-\mathbf 1)=(c-1)^2+s^2=2-2c=3$ is not zero, $u=v=0$. The upper block requires $\rho M=M\rho$ and, because $s\neq0$, $JM=MJ$. With the rows of $M$ denoted $(a,b)$ and $(d,e)$ this is

$$\begin{pmatrix}-d&-e\\a&b\end{pmatrix}=\begin{pmatrix}b&-a\\e&-d\end{pmatrix},\tag{22}$$

so $d=-b$ and $e=a$. The tensor for $C_3$ is

$$\boldsymbol\sigma=\begin{pmatrix}a&b&0\\-b&a&0\\0&0&w\end{pmatrix}.\tag{23}$$

For $C_{3v}$ the mirror in the $xz$ plane removes $b$, and $a$ and $w$ remain. For $T_d$ the twofold rotations about $x$, $y$ and $z$ make the tensor diagonal, and the threefold rotation that permutes the axes makes the three diagonal elements equal.

The vector $\mathbf a$ gives a picture of the antisymmetric part. A rotation axis permits an axial vector along itself. A mirror permits one along its normal and reverses one lying in its plane. This is why $C_s$ and $C_3$ each keep one antisymmetric component, while in $C_{3v}$ the requirements of axis and mirrors conflict.

The count refers to axes tied to the symmetry elements. Where these do not fix the axes completely, some components describe orientation. For $C_s$ the axes may be turned within the mirror plane until $\mathbf S$ is diagonal. The five numbers are then three principal values, one angle and one antisymmetric component.

Site symmetry has fixed how many components the shielding tensor may have and which forms it may take. It remains to see in computed examples whether the allowed components are actually present, and which of them the spectrum reveals.
